# The bubble GG breaks the f-sum rule; the vertex restores it, part 1

(Sections cited here and not found follow in the second part.)

A potential that is the same on every site couples to the particle number \(\hat N\), which commutes with the Hamiltonian. Oscillating at a frequency \(\Omega\neq0\), it changes the phase of the state and no density. This symmetry nearly fixes the high-frequency form of the density response. Let a potential \(M_i\) act on site \(i\), and let \(\chi\) be the response of \(\sum_iM_i^*\hat n_i\). It has the dimension of an inverse energy, so a tail \(\chi\to C/(i\Omega)^2\) carries a coefficient \(C\) that is an energy. \(C\) is bilinear in \(M^*\) and \(M\) and cannot change when a constant is added to either, so on two sites \(C\propto|M_1-M_2|^2\). A density-density interaction commutes with each \(\hat n_i\) and cannot move charge, which leaves the hopping energy as the prefactor. A contribution to \(C\) that survives at \(M_1=M_2\), or contains an interaction energy explicitly, is forbidden. The bubble \(GG\) built from a conserving \(G\) in general contains both.

## Counter-example: a dimer in self-consistent GW

**Conventions.** \(\hbar=k_B=1\), \(T=1/\beta\), no spin polarization, and matrices act on sites for one spin. The Hamiltonian is \(H=\sum h_{ij}c^\dagger_{i\sigma}c_{j\sigma}+H_{\rm int}\), with \(-\mu\) included in \(h\) and \(H_{\rm int}=\tfrac12\sum v_{ij}:\!\hat n_i\hat n_j\!:\), \(v\) real and symmetric. Further \(G_{ij}(\tau,\tau')=-\langle\mathcal T c_i(\tau)c_j^\dagger(\tau')\rangle\), \(G(i\nu)=[i\nu-h-\Sigma(i\nu)]^{-1}\), \(\rho_{ij}=\langle c_j^\dagger c_i\rangle=G_{ij}(\tau,\tau^+)\). The probe is \(u(\tau)=\epsilon Me^{-i\Omega\tau}\), with \(M\) diagonal and \(\Omega\) a bosonic Matsubara frequency. First-order changes are written \(\epsilon e^{-i\Omega\tau}\delta\rho\), and \(\chi=2\,{\rm Tr}\,M^\dagger\delta\rho\), the 2 counting spin.

**Model.** Two sites with hopping \(h_{12}=-t\), \(t=1\), site energies \(\pm\Delta/2\) with \(\Delta=1\), \(v_{11}=v_{22}=U=3\), \(v_{12}=V=1\), \(\mu=2\), \(\beta=4\). These are round parameters in units of \(t\). Self-consistent GW (scGW) solves the Dyson equation together with
\[
P_{ij}(\tau,\tau')=2G_{ij}(\tau,\tau')G_{ji}(\tau',\tau),\qquad W=v+vPW,
\]
\[
\Sigma=\Sigma_{\rm HF}+\Sigma_c,\quad \Sigma_{{\rm HF},ij}=2\delta_{ij}\sum_kv_{ik}\rho_{kk}-v_{ij}\rho_{ij},\quad \Sigma_{c,ij}=-G_{ij}W^c_{ij},
\]
where \(W^c\) is \(W\) without its instantaneous part \(v\). Second-order exchange and all diagrams beyond the ring series are left out. The equations were solved on 100 Legendre nodes in \(\tau\); the numbers quoted are those of the numerical output after the text.

**This \(G\) is conserving.** Local conservation requires that the collision term \(\Sigma G-G\Sigma\) have no diagonal element at equal times. \(P\) obeys \(P_{ij}(\tau,\tau')=P_{ji}(\tau',\tau)\) by inspection, with or without a probe, and \(W=(1-vP)^{-1}v\) inherits this: as matrices in site and time, \(v\) and \(P\) are symmetric, so \(W^{\rm T}=v(1-Pv)^{-1}=(1-vP)^{-1}v=W\). The argument does not need the series \(v+vPv+\dots\) to converge. Hence
\[
\sum_k\!\int\! d\tau'\,[\Sigma_{c,ik}(\tau,\tau')G_{ki}(\tau',\tau)-G_{ik}(\tau,\tau')\Sigma_{c,ki}(\tau',\tau)]
\]
\[
=-\sum_k\!\int\! d\tau'\,G_{ik}G_{ki}\,[W^c_{ik}(\tau,\tau')-W^c_{ki}(\tau',\tau)]=0 .
\]
For the static part, the Hartree term is diagonal and drops out of \([\Sigma_{\rm HF},\rho]_{ii}\), and the Fock term gives \(\sum_k(-v_{ik}+v_{ki})\rho_{ik}\rho_{ki}=0\).

**The bubble under a uniform probe.** The bubble changes \(G\) at fixed \(\Sigma\): \(\delta G=GuG\), so \(\delta\rho=T\sum_\nu G(i\nu+i\Omega)MG(i\nu)\). Insert \(G(i\nu)=\int d\omega\,A(\omega)/(i\nu-\omega)\). Partial fractions and \(T\sum_\nu e^{i\nu0^+}/(i\nu-\omega)=f(\omega)\), which a bosonic shift of \(\nu\) leaves unchanged, give
\[
\chi_0(i\Omega)=2\iint d\omega\,d\omega'\,{\rm Tr}[M^\dagger AMA']\,\frac{f'-f}{i\Omega+\omega'-\omega},\tag{1}
\]
with primes denoting the argument \(\omega'\). For \(M=1\) the trace is symmetric in \(\omega\leftrightarrow\omega'\). Averaging (1) with its relabelled copy, and using \(\frac1{i\Omega+d}-\frac1{i\Omega-d}=\frac{2d}{\Omega^2+d^2}\) for \(d=\omega'-\omega\),
\[
\chi_0(i\Omega)=2\iint{\rm Tr}[AA']\,\frac{(f'-f)\,d}{\Omega^2+d^2}.\tag{2}
\]
For positive semidefinite \(A\) the trace is non-negative, and \((f'-f)d<0\) for \(d\ne0\) because \(f\) decreases. No cancellation is possible. For \(G\) with discrete poles, (2) vanishes only if residues at different energies obey \({\rm Tr}\,R_pR_q=0\), which for positive matrices means \(R_pR_q=0\). With \(\sum_qR_q=1\) this gives \(R_p^2=R_p\): the residues are projectors and \(G\) is the resolvent of a static matrix. For such \(G\), with discrete poles and positive semidefinite residues, a frequency-dependent \(\Sigma\) therefore makes \(\chi_0<0\) where symmetry demands zero.

In the dimer at \(\Omega_1=2\pi/\beta=1.5708\,t\), \(\chi_0=-2.328\times10^{-2}/t\): the total charge of the bubble follows a potential that is a pure phase. The tail coefficient is \(C_0=1.16184\,t\) instead of 0. By (2), for \(A\ge0\), \(-\chi_0/C_0\) is the average of \(1/(\Omega^2+d^2)\) over a positive weight, and \(1.16184/0.02328-1.5708^2=49.9-2.5=47.4\) gives an effective \(|d|\approx6.9\,t\) at \(\Omega_1\). The weight is spread over many \(d\), and since \(1/(\Omega^2+d^2)\) is convex in \(d^2\), this value is a lower bound on its root-mean-square \(|d|\).

**Other probes.** Result (b) below, written for the dimer with real \(\rho\), reads
\[
C_0=|M_1-M_2|^2\,(4t\rho_{12}+4V\rho_{12}^2)-4\sum_i|M_i|^2S_{ii},\qquad S=T\sum_\nu\Sigma_cG .
\]
Only the piece \(4t\rho_{12}|M_1-M_2|^2\) has the form allowed at the start: the piece with \(V\) contains an interaction energy, and the last term survives at \(M_1=M_2\). scGW gives \(\rho_{12}=0.461390\), \(S_{11}=-0.142420\,t\), \(S_{22}=-0.148040\,t\), with sum \(U_c=-0.290460\,t\). For the staggered probe \(M=(1,-1)\), \(|M_1-M_2|^2=4\), and

- f-sum value: \(16\times0.461390=7.3822\,t\),
- exchange: \(16\times0.461390^2=3.4061\,t\),
- correlation: \(4\times0.290460=1.1618\,t\),

which add, before rounding, to \(11.9502\,t\), a factor 1.6188 above the f-sum value. For \(M=(1,i)\), \(|M_1-M_2|^2=2\): the first two terms halve and the third stays, \(3.6911+1.7031+1.1618=6.5560\,t\). For \(M=(1,0)\), \(1.8456+0.8515+4\times0.14242=3.2668\,t\). These sums were tested, to \(10^{-7}t\), against \(C_0\) read from \(P(\tau)\) itself: integrating \(\int_0^\beta e^{i\Omega\tau}P\,d\tau\) twice by parts, with the probed \(P\) continuous across \(\tau=0\), gives \(C_0=P'(0^+)-P'(\beta^-)\).

The response contained in the scGW screening, \(v^{-1}W^cv^{-1}\), has tails \(1.16174\), \(6.55587\), \(11.95000\) and \(3.26670\,t\) for the uniform, \((1,i)\), staggered and single-site probes. They come from a polynomial extrapolation of \(-\Omega^2\chi\) in \(1/\Omega^2\) over six frequencies from \(12.57\) to \(28.27\,t\), and lie within \(2\times10^{-4}t\) of \(C_0\). The same extrapolation of the response with the vertex (7) gives \(0.00000\), \(3.69112\), \(7.38224\) and \(1.84556\,t\), the f-sum values of the scGW density matrix.

## The general statement

Assume a finite one-particle basis in which the interaction is density-density, a diagonal probe, \(\Omega\neq0\), and \(\Sigma=\Sigma_{\rm HF}[\rho]+\Sigma_c\) with \(\Sigma_c=O(1/\nu)\).

(a) The response of the full many-body problem has \(C=-2\,{\rm Tr}([M^\dagger,[M,h]]\rho)\). This is the f-sum rule.

(b) The bubble of any such \(G\) has
\[
C_0=-2\,{\rm Tr}([M^\dagger,[M,h+\Sigma_{\rm HF}]]\rho)-2\,{\rm Tr}\,M^\dagger M(S+S^\dagger).\tag{3}
\]
For \(M^\dagger M=1\) the last term is \(-4U_c\), and \(U_c={\rm Tr}\,S\le0\) for positive spectral functions.

(c) \((1-Pv)^{-1}P\), which equals \(v^{-1}W^cv^{-1}\) when \(v\) is invertible, has the same \(C_0\).

(d) If \(\Sigma[G]\) is gauge covariant with a collision term free of diagonal elements, as it is when \(\Sigma=\delta\Phi/\delta G\), the solution of \(\delta G=G(u+\delta\Sigma)G\), \(\delta\Sigma=(\delta\Sigma/\delta G)\,\delta G\), obeys continuity at each \(\Omega\) and (a) with its own \(\rho\). This needs a unique solution and a vertex that stays bounded as \(\Omega\to\infty\).

## Proof

**(a)** With \(\hat M=\sum M_i\hat n_i\), linear response gives \(\chi(s)=-\langle\hat M^\dagger(s)\hat M\rangle\) for \(0<s<\beta\), the disconnected part contributing at \(\Omega=0\) alone. Insert eigenstates with weights \(p_a\), integrate with \(e^{i\Omega s}\), and use \(p_ae^{\beta(E_a-E_b)}=p_b\):
\[
\chi=\sum_{ab}|\langle b|\hat M|a\rangle|^2\frac{p_a-p_b}{i\Omega-(E_b-E_a)} .
\]
Expand \(1/(i\Omega-x)=1/i\Omega+x/(i\Omega)^2+\dots\). The first order is \(\langle[\hat M^\dagger,\hat M]\rangle=0\), since densities commute. In the second, \((E_b-E_a)\langle b|\hat M|a\rangle=\langle b|[H,\hat M]|a\rangle\), so the \(p_a\) term is \(\langle\hat M^\dagger[H,\hat M]\rangle\), the \(p_b\) term is \(-\langle[H,\hat M]\hat M^\dagger\rangle\), and \(C=-\langle[\hat M^\dagger,[\hat M,H]]\rangle\). \(H_{\rm int}\) commutes with \(\hat M\). Commutators of one-body operators are the operators of the matrix commutators, and \(\langle\hat X\rangle=2\,{\rm Tr}X\rho\), which yields (a). Elementwise \([M^\dagger,[M,X]]_{ij}=|M_i-M_j|^2X_{ij}\), so
\[
C=-2\sum_{ij}|M_i-M_j|^2h_{ij}\rho_{ji},
\]
the form required at the start. Since \(1/(i\Omega-x)\) is weighted by the spectral function of \(\chi\), \(C\) is its first frequency moment.

**(b)** Three moments of \(A\) are needed besides \(\int Af=\rho\). Expanding the Dyson equation, \(G=1/i\nu+h_\infty/(i\nu)^2+\dots\) with \(h_\infty=h+\Sigma_{\rm HF}\), and comparing with the spectral form gives \(\int A=1\) and \(\int\omega A=h_\infty\). For the third, \(i\nu G-1\) equals \(\int\omega A/(i\nu-\omega)\) by the spectral form and \((h_\infty+\Sigma_c)G\) by the Dyson equation. Summing over \(\nu\) with \(e^{i\nu0^+}\),
\[
\mathcal E\equiv\int\omega Af=h_\infty\rho+S=\rho h_\infty+S^\dagger ,
\]
the second form because \(\mathcal E\) is Hermitian. Expand (1) with \(x=\omega-\omega'\). The order \(1/i\Omega\) is \(2\,{\rm Tr}[M^\dagger M\rho-M^\dagger\rho M]=0\), as \(M^\dagger M=MM^\dagger\equiv D\). The next order has \((f'-f)(\omega-\omega')=\omega f'+\omega'f-\omega'f'-\omega f\), and each term factorizes into moments:
\[
\tfrac12C_0={\rm Tr}[M^\dagger h_\infty M\rho]+{\rm Tr}[M^\dagger\rho Mh_\infty]-2\,{\rm Tr}[D\mathcal E].
\]
Using both forms of \(\mathcal E\), \(2\,{\rm Tr}D\mathcal E={\rm Tr}[(Dh_\infty+h_\infty D)\rho]+{\rm Tr}D(S+S^\dagger)\). Cyclic order turns the second term of \(\tfrac12C_0\) into \({\rm Tr}[Mh_\infty M^\dagger\rho]\). Since \([M^\dagger,[M,X]]=DX+XD-M^\dagger XM-MXM^\dagger\), the static terms combine to \(-{\rm Tr}([M^\dagger,[M,h_\infty]]\rho)\), which proves (3). The Hartree part is diagonal and drops out. The Fock part \(-v_{ij}\rho_{ij}\) contributes \(+2\sum_{ij}|M_i-M_j|^2v_{ij}|\rho_{ij}|^2\), non-negative for repulsive \(v\); two sites give \(4V\rho_{12}^2|M_1-M_2|^2\).

For the sign of \(U_c\), write \(\Sigma_c=\int B(\omega)/(i\nu-\omega)\). The same partial fractions give
\[
{\rm Tr}\,S=\iint{\rm Tr}[BA']\,\frac{f-f'}{\omega-\omega'} ,
\]
which is real and non-positive for \(A,B\ge0\). It is strictly negative for \(B\neq0\): the fraction is negative everywhere, and \(\iint{\rm Tr}BA'={\rm Tr}\int B>0\). For a general \(D\) this argument gives no sign, because a diagonal element of \(BA'\) need not be positive. The meaning of \(U_c\) follows from the Galitskii–Migdal relation. The equation of motion of \(c_{i\sigma}\), compared with the Dyson equation at equal times, identifies \(\langle c^\dagger_{i\sigma}[c_{i\sigma},H_{\rm int}]\rangle\) with \((\Sigma_{\rm HF}\rho+S)_{ii}\). Summed over \(i\sigma\) the left side is \(2\langle H_{\rm int}\rangle\), because \(\sum_{i\sigma}c^\dagger_{i\sigma}[c_{i\sigma},X]\) multiplies a normal-ordered term \(X\) by its number of creators and each term of \(H_{\rm int}\) holds two, and the spin sum doubles the right side. So \(U_c=\langle H_{\rm int}\rangle-{\rm Tr}\,\Sigma_{\rm HF}\rho\), the interaction energy beyond its Hartree–Fock expression. For an approximate \(G\) this relation defines \(\langle H_{\rm int}\rangle\).

This part has shown, for a dimer in self-consistent GW, that the bubble of a conserving \(G\) can violate the f-sum rule, and has proved the rule (a) and the bubble's tail coefficient (b). The proofs of (c) and (d), the GW vertex and the limiting cases remain.

Numbers in the example were calculated in double precision.
